# Why the similarity-transformed Hamiltonian ends after 2k commutators: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for H with at most k creators and k annihilators, and T made
only of excitations out of one determinant, the nested commutators
C_0 = H, C_(n+1) = [C_n, T] vanish for n > 2k, whatever the ranks in T.
Hence exp(-T) H exp(T) = sum over n = 0..2k of C_n / n!.
Orbitals are spin orbitals, occupied ones first. Operators are matrices on the
full Fock space. Integer-valued matrices make the zero tests exact.
"""
from itertools import combinations
from math import comb, factorial
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from pyscf import gto, scf, cc, ao2mo


def annihilators(n_orb):
    """Sparse Jordan-Wigner matrices; orbital 0 is the most significant bit."""
    lower = sp.csr_matrix(np.array([[0., 1.], [0., 0.]]))
    parity = sp.csr_matrix(np.diag([1., -1.]))
    result = []
    for p in range(n_orb):
        m = sp.identity(1, format="csr")
        for q in range(n_orb):
            f = parity if q < p else lower if q == p else sp.identity(2)
            m = sp.kron(m, f, format="csr")
        result.append(m)
    return result


def comm(x, y):
    return x @ y - y @ x


def nested(h, t, n_max):
    series = [h]
    for _ in range(n_max):
        series.append(comm(series[-1], t))
    return series


def size(x):
    return float(np.max(np.abs(x)))


def last_order(h, t, n_max=9):
    """Last nonzero nested commutator, for integer-valued matrices."""
    sizes = [size(c) for c in nested(h, t, n_max)]
    assert max(sizes) < 2**53      # integers are still exact in float64
    return max(n for n, s in enumerate(sizes) if s > 0)


# ---------- hand-sized example: orbitals i, j, a, b ----------
ai, aj, aa, ab = [m.toarray() for m in annihilators(4)]
g, t1_hand, t2_hand = 0.5, 0.2, 0.3
h_hand = g * ai.T @ aj.T @ ab @ aa
t_hand = t1_hand * aa.T @ ai + t2_hand * ab.T @ aj
phi = np.zeros(16)
phi[0b1100] = 1.0
double = aa.T @ ab.T @ aj @ ai @ phi
hand = [c / factorial(n) for n, c in enumerate(nested(h_hand, t_hand, 5))]
e_hand = [phi @ c @ phi for c in hand]
d_hand = [double @ c @ phi for c in hand]
assert abs(e_hand[2] - g * t1_hand * t2_hand) < 1e-14
assert abs(d_hand[4] - g * t1_hand**2 * t2_hand**2) < 1e-14
assert max(abs(d_hand[n]) for n in (0, 1, 2, 3, 5)) < 1e-14
assert size(hand[5]) < 1e-14
print(f"Hand example inputs: g = {g} hartree, t1 = {t1_hand}, t2 = {t2_hand}")
print(f"  reference expectation value, order 2: {e_hand[2]:.4f} hartree")
print(f"  doubly excited element, order 4: {d_hand[4]:.4f} hartree")

# ---------- four occupied and four virtual spin orbitals ----------
N_ORB, N_OCC = 8, 4
ann = [m.toarray() for m in annihilators(N_ORB)]
cre = [m.T for m in ann]
DIM = 2**N_ORB
ref, full = 0b11110000, 0b00001111   # reference and quadruple excitation
sets, strings = {}, {}
for k in range(1, 5):
    sets[k] = list(combinations(range(N_ORB), k))
    products = []
    for orbitals in sets[k]:
        m = np.eye(DIM)
        for q in orbitals:
            m = ann[q] @ m
        products.append(m)
    strings[k] = np.array(products)


def body_operator(coef, k):
    """Sum over P, Q of coef[P, Q] * (creators P) * (annihilators Q)."""
    right = np.tensordot(coef, strings[k], axes=1)
    return np.matmul(strings[k].transpose(0, 2, 1), right).sum(axis=0)


def excitation(r, generator, largest):
    """Rank-r excitation operator with nonzero integer amplitudes."""
    virt = [n for n, s in enumerate(sets[r]) if min(s) >= N_OCC]
    occ = [n for n, s in enumerate(sets[r]) if max(s) < N_OCC]
    coef = np.zeros((len(sets[r]),) * 2)
    if r == 1:   # invertible singles matrix
        block = np.eye(4) + np.eye(4, k=1)
    else:
        values = [float(v) for v in range(-largest, largest + 1) if v != 0]
        block = generator.choice(values, size=(len(virt), len(occ)))
    coef[np.ix_(virt, occ)] = block
    return body_operator(coef, r)


rng = np.random.default_rng(7)
t_all = sum(excitation(r, rng, 1) for r in range(1, 5))

# elementary operators
for p in range(N_ORB):
    for x, is_creator in ((ann[p], p < N_OCC), (cre[p], p >= N_OCC)):
        first = comm(x, t_all)
        assert (size(first) == 0) == is_creator
        assert size(comm(first, t_all)) == 0
        dressed = expm(-0.1 * t_all) @ x @ expm(0.1 * t_all)
        assert size(dressed - x - 0.1 * first) < 1e-10
print("Elementary operators: double commutator with T is exactly 0")

# k-body interactions, T = singles through quadruples
power = max(n for n in range(1, 7)
            if size(np.linalg.matrix_power(t_all, n)) > 0)
assert power == N_OCC
print(f"4 occupied + 4 virtual: highest nonzero power of T = {power}")
print(f"  ending forced by nilpotency alone: order {2 * power}")
interaction = {}
for k in range(1, 5):
    n_sets = len(sets[k])
    coef = rng.choice([-2., -1., 1., 2.], size=(n_sets, n_sets))
    interaction[k] = body_operator(coef, k)
    last = last_order(interaction[k], t_all)
    assert last == 2 * k
    print(f"  {k}-body H, T with ranks 1-4: last nonzero order = {last}")

# T of one rank only, two-body H: rank counting gives an upper limit.
# If the limit is odd and fills the whole orbital space, its terms cancel.
h_two = interaction[2]
rng_pure = np.random.default_rng(11)
t_pure = {r: excitation(r, rng_pure, 30) for r in range(1, 5)}
for r in range(1, 5):
    limit = min(4, (N_OCC + 2) // r)
    fills_space = r * limit == N_OCC + 2
    expected = limit - 1 if fills_space and limit % 2 == 1 else limit
    last = last_order(h_two, t_pure[r])
    assert last <= limit and last == expected
    print(f"  2-body H, T of rank {r} only: "
          f"rank-counting limit {limit}, last nonzero order = {last}")
t_d = t_pure[2]
one_left = (t_d @ h_two @ t_d @ t_d)[full, ref]
two_left = (t_d @ t_d @ h_two @ t_d)[full, ref]
assert one_left == two_left and one_left != 0
print("  doubles only, reference-to-quadruple elements (integer units):")
print(f"    T H T^2: {one_left:.0f}, T^2 H T: {two_left:.0f}")

# single two-body strings with m factors that do not commute with T
examples = {0: (cre[4], cre[5], ann[1], ann[0]),
            1: (cre[4], cre[5], ann[0], ann[6]),
            2: (cre[6], cre[0], ann[1], ann[5]),
            3: (cre[0], cre[1], ann[2], ann[4]),
            4: (cre[0], cre[1], ann[5], ann[4])}
for expected, factors in examples.items():
    m_count = sum(size(comm(x, t_all)) > 0 for x in factors)
    string = np.linalg.multi_dot(factors)
    last = last_order(string, t_all)
    assert m_count == expected and last == m_count
    print(f"  string with m = {m_count}: last nonzero order = {last}")
fourfold = nested(string, t_all, 4)[4]
product = np.linalg.multi_dot([comm(x, t_all) for x in factors])
assert size(fourfold) > 0
assert size(fourfold - factorial(4) * product) == 0
print("  m = 4 string: fourfold commutator = 4! x product, exactly")

# the finite sum against matrix exponentials, all ranks present
t_small = 0.1 * t_all
exact = expm(-t_small) @ h_two @ expm(t_small)
terms = [c / factorial(n) for n, c in enumerate(nested(h_two, t_small, 4))]
assert size(exact - sum(terms)) < 1e-10 * size(exact)
assert size(exact - sum(terms[:4])) > 1e-6 * size(exact)

# ---------- doubles only, six occupied and six virtual ----------
big = annihilators(12)
occ_pairs = [big[j] @ big[i] for i, j in combinations(range(6), 2)]
virt_pairs = [big[b] @ big[a] for a, b in combinations(range(6, 12), 2)]


def doubles_operator(coef):
    total = sp.csr_matrix((4096, 4096))
    for row, v in zip(coef, virt_pairs):
        total = total + v.T @ sum(c * o for c, o in zip(row, occ_pairs))
    return total.tocsr()


t_big = doubles_operator(rng.choice([-2., -1., 1., 2.], size=(15, 15)))
v_big = doubles_operator(rng.choice([-2., -1., 1., 2.], size=(15, 15))).T
ref_big = np.zeros(4096)
ref_big[0b111111000000] = 1.0
vector = np.zeros(4096)
for p in range(5):
    w = ref_big
    for _ in range(4 - p):
        w = t_big @ w
    w = v_big @ w
    for _ in range(p):
        w = t_big @ w
    vector += (-1)**p * comb(4, p) * w
sextuple = vector[0b000000111111]
assert abs(sextuple) > 0
vector[0b000000111111] = 0
assert size(vector) == 0
print("6 occupied + 6 virtual, doubles only, integer amplitudes:")
print(f"  fourfold commutator, sextuple element = {sextuple:.0f}")

# ---------- H4 chain, CCSD amplitudes ----------
spacing = 1.2
mol = gto.M(atom=[("H", (0., 0., spacing * n)) for n in range(4)],
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
solver = cc.CCSD(mf)
solver.conv_tol = 1e-11
solver.conv_tol_normt = 1e-9
solver.max_cycle = 200
solver.kernel()
assert mf.converged and solver.converged
mo = mf.mo_coeff
h_mo = mo.T @ mf.get_hcore() @ mo
eri = ao2mo.restore(1, ao2mo.kernel(mol, mo), 4)


def coulomb(p, q, r, s):
    """<pq|rs> over spin orbitals; index = 2 * spatial + spin."""
    if p % 2 != r % 2 or q % 2 != s % 2:
        return 0.0
    return eri[p // 2, r // 2, q // 2, s // 2]


def pair_amplitude(i, j, a, b):
    """Spatial CCSD doubles amplitude with spin conserved i->a, j->b."""
    if i % 2 != a % 2 or j % 2 != b % 2:
        return 0.0
    return solver.t2[i // 2, j // 2, a // 2 - 2, b // 2 - 2]


v_coef = np.zeros((28, 28))
t2_coef = np.zeros((28, 28))
for m, (p, q) in enumerate(sets[2]):
    for n, (r, s) in enumerate(sets[2]):
        v_coef[m, n] = coulomb(p, q, r, s) - coulomb(p, q, s, r)
        if p >= N_OCC and s < N_OCC:
            t2_coef[m, n] = (pair_amplitude(r, s, p, q)
                             - pair_amplitude(r, s, q, p))
t1_coef = np.zeros((8, 8))
t1_coef[4:, :4] = np.kron(solver.t1.T, np.eye(2))
h_mol = (mol.energy_nuc() * np.eye(DIM)
         + body_operator(np.kron(h_mo, np.eye(2)), 1)
         + body_operator(v_coef, 2))
t_mol = body_operator(t1_coef, 1) + body_operator(t2_coef, 2)

orders = [c / factorial(n) for n, c in enumerate(nested(h_mol, t_mol, 6))]
unitary = [c / factorial(n)
           for n, c in enumerate(nested(h_mol, t_mol - t_mol.T, 6))]
h_bar = expm(-t_mol) @ h_mol @ expm(t_mol)
assert abs(h_mol[ref, ref] - mf.e_tot) < 1e-9
assert abs(h_bar[ref, ref] - solver.e_tot) < 1e-8
excited = [d for d in range(DIM) if bin(d).count("1") == 4
           and bin(d & 15).count("1") in (1, 2)]
residual = size(h_bar[excited, ref])
assert residual < 1e-7
error = [size(h_bar - sum(orders[:n + 1])) for n in range(5)]
assert error[4] < 1e-12 and error[3] > 1e4 * error[4]
assert size(orders[4]) > 1e4 * size(orders[5])
assert size(orders[5]) < 1e-13 and size(orders[6]) < 1e-13
assert min(size(unitary[5]), size(unitary[6])) > 1e-8
energy = [c[ref, ref] for c in orders]
assert max(abs(e) for e in energy[3:]) < 1e-12

print(f"H4 chain, spacing {spacing} angstrom, RHF/STO-3G + CCSD")
print(f"  largest |t1| = {size(solver.t1):.5f}, "
      f"largest spin-orbital |t2| = {size(t2_coef):.5f}")
print("  largest matrix element of C_n/n! in hartree:")
for n in range(7):
    print(f"  n = {n}: T {size(orders[n]):.3e}, "
          f"T - T^dagger {size(unitary[n]):.3e}")
print("  largest error of the sum through order n, in hartree:")
for n in range(5):
    print(f"  n = {n}: {error[n]:.3e}")
for n in range(3):
    print(f"  energy contribution of order {n}: {energy[n]:.8f} hartree")
print(f"  sum of energy contributions: {sum(energy):.8f} hartree")
print(f"  CCSD energy from pyscf: {solver.e_tot:.8f} hartree")
print(f"  largest singles/doubles residual: {residual:.1e} hartree")
print("all good")
```

It prints:

```
Hand example inputs: g = 0.5 hartree, t1 = 0.2, t2 = 0.3
  reference expectation value, order 2: 0.0300 hartree
  doubly excited element, order 4: 0.0018 hartree
Elementary operators: double commutator with T is exactly 0
4 occupied + 4 virtual: highest nonzero power of T = 4
  ending forced by nilpotency alone: order 8
  1-body H, T with ranks 1-4: last nonzero order = 2
  2-body H, T with ranks 1-4: last nonzero order = 4
  3-body H, T with ranks 1-4: last nonzero order = 6
  4-body H, T with ranks 1-4: last nonzero order = 8
  2-body H, T of rank 1 only: rank-counting limit 4, last nonzero order = 4
  2-body H, T of rank 2 only: rank-counting limit 3, last nonzero order = 2
  2-body H, T of rank 3 only: rank-counting limit 2, last nonzero order = 2
  2-body H, T of rank 4 only: rank-counting limit 1, last nonzero order = 1
  doubles only, reference-to-quadruple elements (integer units):
    T H T^2: -19872, T^2 H T: -19872
  string with m = 0: last nonzero order = 0
  string with m = 1: last nonzero order = 1
  string with m = 2: last nonzero order = 2
  string with m = 3: last nonzero order = 3
  string with m = 4: last nonzero order = 4
  m = 4 string: fourfold commutator = 4! x product, exactly
6 occupied + 6 virtual, doubles only, integer amplitudes:
  fourfold commutator, sextuple element = 34848
H4 chain, spacing 1.2 angstrom, RHF/STO-3G + CCSD
  largest |t1| = 0.00449, largest spin-orbital |t2| = 0.26163
  largest matrix element of C_n/n! in hartree:
  n = 0: T 2.004e+00, T - T^dagger 2.004e+00
  n = 1: T 1.514e-01, T - T^dagger 1.991e-01
  n = 2: T 2.088e-02, T - T^dagger 1.036e-01
  n = 3: T 3.383e-05, T - T^dagger 1.386e-02
  n = 4: T 5.423e-07, T - T^dagger 3.220e-03
  n = 5: T 3.447e-27, T - T^dagger 3.537e-04
  n = 6: T 1.179e-31, T - T^dagger 5.378e-05
  largest error of the sum through order n, in hartree:
  n = 0: 1.575e-01
  n = 1: 2.088e-02
  n = 2: 3.437e-05
  n = 3: 5.423e-07
  n = 4: 2.220e-16
  energy contribution of order 0: -2.00386748 hartree
  energy contribution of order 1: -0.09880232 hartree
  energy contribution of order 2: -0.00000134 hartree
  sum of energy contributions: -2.10267114 hartree
  CCSD energy from pyscf: -2.10267114 hartree
  largest singles/doubles residual: 3.9e-10 hartree
all good
```
